# Why complete metallic screening leaves the direct electromigration force in place: verification in Python

```python
"""
Result under test: an ion of bare charge +Z e in current-carrying jellium feels
    F = e E (Z - tau*eta/m),   eta = O(Z^2),
so complete screening does not remove the direct force Z e E.
Symbols (atomic units, hbar = m = e = 1, unless a name says otherwise):
    tau  relaxation time of the electrons     eta  drag coefficient on the ion
    chi  static density response (negative)   chi_tau  response at frequency i/tau
    W    screened electron-ion potential      kf   Fermi wave number
    E    electric field; electrons have charge -1 and drift velocity -E*tau
Relaxation is towards local equilibrium and conserves electron number.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import spherical_jn, spherical_yn


def fourier_symbol(count, spacing):
    return 2j * np.pi * np.fft.fftfreq(count, spacing)


def fourier_matrix(symbol):
    identity = np.eye(len(symbol))
    return np.fft.ifft(symbol[:, None] * np.fft.fft(identity, axis=0), axis=0).real


# ---- kinetic equation on a momentum grid, field or motion parallel to q ----
def fermi(energy, mu=0.5, temperature=0.15):
    return 0.5 * (1 - np.tanh((energy - mu) / (2 * temperature)))


count, dk, shift, tau_test = 401, 0.03, 12, 3.0
k = (np.arange(count) - (count - 1) / 2 + 0.37) * dk
q_test = 2 * shift * dk
derivative = fourier_matrix(fourier_symbol(count, dk))
f_eq = fermi(k**2 / 2)
L_k = (np.roll(f_eq, -shift) - np.roll(f_eq, shift)) / (q_test * k)


def density_on_grid(field, omega):
    """Density response to W = 1, with a finite field or a moving potential."""
    f = np.linalg.solve(np.eye(count) - field * tau_test * derivative, f_eq)
    drive = 1j * (np.roll(f, -shift) - np.roll(f, shift)) + L_k / tau_test
    operator = np.diag(1 / tau_test + 1j * (q_test * k - omega)) - field * derivative
    both = np.linalg.solve(operator, np.column_stack([drive, L_k / tau_test]))
    g_drive, g_mu = both.sum(axis=0)
    total_L = L_k.sum()
    delta_mu = (g_drive - total_L) / (g_mu - total_L)
    return (g_drive - delta_mu * g_mu) * dk / np.pi


small = 1e-4
slope_field = (density_on_grid(small, 0) - density_on_grid(-small, 0)) / (2 * small)
slope_motion = (density_on_grid(0, small) - density_on_grid(0, -small)) / (2 * small)
chi_grid = L_k.sum() * dk / np.pi
difference = np.roll(f_eq, -shift) - np.roll(f_eq, shift)
chi_tau_grid = (difference / (q_test * k - 1j / tau_test)).sum().real * dk / np.pi
slope_formula = (1j * tau_test**2 * q_test * chi_grid
                 * (chi_grid - chi_tau_grid) / chi_tau_grid)
assert abs(slope_field / slope_formula - 1) < 1e-4
assert abs(slope_field / (q_test * tau_test * slope_motion) - 1) < 1e-4

# ---- field perpendicular to q: momentum given to the lattice by the cloud ----
count2, dk2, shift2 = 201, 0.06, 6
k2 = (np.arange(count2) - (count2 - 1) / 2 + 0.37) * dk2
kx, ky = np.meshgrid(k2, k2, indexing="ij")
q2 = 2 * shift2 * dk2
f2_eq = fermi((kx**2 + ky**2) / 2)
L2 = (np.roll(f2_eq, -shift2, 0) - np.roll(f2_eq, shift2, 0)) / (q2 * kx)
symbol_y = fourier_symbol(count2, dk2)[None, :]


def transverse_current(field):
    f = np.fft.ifft(np.fft.fft(f2_eq, axis=1) / (1 - field * tau_test * symbol_y), axis=1)
    drive = 1j * (np.roll(f, -shift2, 0) - np.roll(f, shift2, 0)) + L2 / tau_test
    denominator = 1 / tau_test + 1j * q2 * kx - field * symbol_y
    g_drive = np.fft.ifft(np.fft.fft(drive, axis=1) / denominator, axis=1)
    g_mu = np.fft.ifft(np.fft.fft(L2 / tau_test, axis=1) / denominator, axis=1)
    delta_mu = (g_drive.sum() - L2.sum()) / (g_mu.sum() - L2.sum())
    return (ky * (g_drive - delta_mu * g_mu)).sum()


slope_current = (transverse_current(small) - transverse_current(-small)) / (2 * small)
drag_share = -slope_current / (tau_test * L2.sum())
assert abs(drag_share - 1) < 1e-4

# ---- nonlinear, fully self-consistent screening in a 1D diffusive conductor ----
points, length, n_back = 121, 20.0, 1.0
dx = length / points
x = (np.arange(points) - (points - 1) // 2) * dx
symbol_x = fourier_symbol(points, dx)
D_x = fourier_matrix(symbol_x)
inverse = np.zeros(points, complex)
inverse[1:] = 1 / symbol_x[1:]
field_from_charge = fourier_matrix(inverse)
ion_shape = np.exp(-x**2 / (2 * 0.7**2))
ion_shape /= ion_shape.sum() * dx


def conductor(charge, field=1e-3):
    """Force on the ion over charge*field, and cloud charge over ion charge."""
    target = n_back + charge / length
    n = np.full(points, target)
    for _ in range(40):
        local = field + field_from_charge @ (charge * ion_shape + n_back - n)
        residual = D_x @ (n * local + D_x @ n) + n.mean() - target
        jacobian = D_x @ (np.diag(local) - n[:, None] * field_from_charge + D_x)
        step = np.linalg.solve(jacobian + 1 / points, residual)
        n = n - step
        if np.max(abs(step)) < 1e-12:
            break
    assert np.max(abs(step)) < 1e-10
    local = field + field_from_charge @ (charge * ion_shape + n_back - n)
    cloud = ((n - n_back)[abs(x) < 6]).sum() * dx / charge
    return (ion_shape * local).sum() * dx / field, cloud


ring = {charge: conductor(charge) for charge in (0.05, 0.1, 0.2)}
assert all(cloud > 0.98 for _, cloud in ring.values())
assert abs((1 - ring[0.1][0]) / (1 - ring[0.05][0]) - 2) < 0.2
assert 0 < 1 - ring[0.05][0] < 0.05


# ---- three-dimensional jellium at zero temperature ----
def chi_3d(q, omega, kf):
    """Density response at imaginary frequency i*omega."""
    s = q / 2 + 1j * omega / q
    bracket = 2 * kf * s + (kf**2 - s**2) * np.log((s + kf) / (s - kf))
    return -bracket.real / (2 * np.pi**2 * q)


def screened(q, kf, f_x=0.0):
    """Screened potential of a unit charge; f_x is a local exchange kernel."""
    coulomb = 4 * np.pi / q**2
    return -coulomb / (1 - (coulomb + f_x) * chi_3d(q, 0.0, kf))


def drag(tau, kf, f_x=0.0):
    """Drag coefficient eta divided by Z^2."""
    def integrand(q):
        chi, chi_tau = chi_3d(q, 0.0, kf), chi_3d(q, 1 / tau, kf)
        gamma = tau * chi * (chi - chi_tau) / chi_tau
        return q**4 * screened(q, kf, f_x)**2 * abs(gamma) / (6 * np.pi**2)
    edges = np.array([1e-3, 0.1, 1.0, 1.9, 2.0, 2.1, 4.0, 12.0]) * kf
    return sum(quad(integrand, a, b, epsrel=1e-9, epsabs=1e-13, limit=300)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def born_transport(potential, kf):
    """Transport cross section by integration over the scattering angle."""
    def integrand(cosine):
        q = kf * np.sqrt(2 * (1 - cosine))
        return 2 * np.pi * (1 - cosine) * (potential(q) / (2 * np.pi))**2
    return quad(integrand, -1, 1, epsrel=1e-10, limit=300)[0]


def phase_shift_transport(charge, kf, kappa, l_max=8):
    """Transport cross section of -charge*exp(-kappa r)/r from radial waves."""
    start, end, deltas = 1e-3, 25.0, []
    for l in range(l_max + 1):
        def radial(r, y, l=l):
            v = -charge * np.exp(-kappa * r) / r
            return [y[1], (l * (l + 1) / r**2 + 2 * v - kf**2) * y[0]]
        first = [1.0, (l + 1) / start - charge / (l + 1)]
        wave = solve_ivp(radial, (start, end), first, method="DOP853",
                         rtol=1e-9, atol=1e-12)
        assert wave.success
        u, du = wave.y[:, -1]
        z = kf * end
        j, y = z * spherical_jn(l, z), z * spherical_yn(l, z)
        dj = kf * (spherical_jn(l, z) + z * spherical_jn(l, z, True))
        dy = kf * (spherical_yn(l, z) + z * spherical_yn(l, z, True))
        deltas.append(np.arctan((dj * u - j * du) / (dy * u - y * du)))
    deltas = np.array(deltas)
    weights = np.arange(1, l_max + 1)
    return 4 * np.pi / kf**2 * np.sum(weights * np.sin(np.diff(deltas))**2)


# ---- example: rough values for tin solder, weak model charge ----
n_cm3, rho_uohm_cm, j_A_cm2, temperature_K, Z = 1.5e23, 15.0, 1e4, 400.0, 0.05
bohr = sc.physical_constants["Bohr radius"][0]
time_au = sc.physical_constants["atomic unit of time"][0]
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
velocity_au = sc.physical_constants["atomic unit of velocity"][0]
n_si, rho_si = n_cm3 * 1e6, rho_uohm_cm * 1e-8
tau_s = sc.m_e / (n_si * sc.e**2 * rho_si)
tau = tau_s / time_au
n_au = n_si * bohr**3
kf = (3 * np.pi**2 * n_au)**(1 / 3)
r_s = (3 / (4 * np.pi * n_au))**(1 / 3)
fermi_eV = kf**2 / 2 * hartree_eV
field_V_cm = rho_uohm_cm * 1e-6 * j_A_cm2

# response function against quadrature of its definition
for q in (0.5 * kf, 1.7 * kf, 2.6 * kf):
    def disk(kz):
        return max(kf**2 - kz**2, 0.0) / (4 * np.pi**2)

    def definition(kz):
        return (disk(kz + q / 2) - disk(kz - q / 2)) * q * kz / (q**2 * kz**2 + 0.05**2)
    breaks = sorted({-kf - q / 2, -abs(kf - q / 2), 0.0, abs(kf - q / 2), kf + q / 2})
    value = sum(quad(definition, a, b, limit=300)[0] for a, b in zip(breaks[:-1], breaks[1:]))
    assert abs(value / chi_3d(q, 0.05, kf) - 1) < 1e-6

# long-time limit of the drag against the angular Born integral
sigma_born = born_transport(lambda q: screened(q, kf), kf)
eta_clean = n_au * kf * sigma_born
assert abs(drag(1e4, kf) / eta_clean - 1) < 1e-3

# the part of the electron force left after the wind stays finite as tau grows
remainder = {factor: -factor * tau * (drag(factor * tau, kf) - eta_clean)
             for factor in (1, 4, 16)}
assert abs(remainder[16] / remainder[4] - 1) < 0.1

# Born cross section against phase shifts of a weak Yukawa potential
kappa = np.sqrt(4 * kf / np.pi)
sigma_yukawa = born_transport(lambda q: 4 * np.pi / (q**2 + kappa**2), kf)
weak = [phase_shift_transport(c, kf, kappa) / c**2 for c in (0.01, -0.01)]
assert abs(np.mean(weak) / sigma_yukawa - 1) < 5e-3
beyond_born = {c: phase_shift_transport(c, kf, kappa) / (c**2 * sigma_yukawa)
               for c in (Z, 1.0)}

q_small = 1e-3 * kf
cloud_charge = 1 + screened(q_small, kf) * q_small**2 / (4 * np.pi)
assert abs(cloud_charge - 1) < 1e-4

wind_unit = -tau * eta_clean
wind, second = wind_unit * Z**2, remainder[1] * Z**2
net = Z + wind + second
balance_charge = 1 / (tau * drag(tau, kf))
exchange_unit = -tau * drag(tau, kf, -np.pi / kf**2)


def net_for_resistivity(factor):
    return Z - tau / factor * drag(tau / factor, kf) * Z**2


print("KINETIC TESTS (dimensionless)")
print(f"grid / formula, density slope: {abs(slope_field / slope_formula):.6f}")
print(f"field / moving ion: {abs(slope_field / (q_test * tau_test * slope_motion)):.6f}")
print(f"transverse cloud push passed to lattice: {drag_share.real:.6f}")
print("NONLINEAR 1D CONDUCTOR (model units)")
for charge, (ratio, cloud) in ring.items():
    print(f"Z={charge:.2f}: F/(ZeE)={ratio:.5f}, cloud/ion charge={cloud:.4f}")
print("EXAMPLE INPUTS (rough, tin solder regime)")
print(f"electron density: {n_cm3:.2e} cm^-3")
print(f"resistivity: {rho_uohm_cm:.1f} uohm cm")
print(f"current density: {j_A_cm2:.1e} A/cm^2")
print(f"temperature: {temperature_K:.0f} K")
print(f"model ion charge Z: {Z:.3f}")
print("EXAMPLE INTERMEDIATE VALUES")
print(f"density parameter r_s: {r_s:.3f} (dimensionless)")
print(f"Fermi wave number: {kf / (bohr * 1e9):.3f} nm^-1")
print(f"Fermi energy: {fermi_eV:.2f} eV")
print(f"relaxation time: {tau_s * 1e15:.3f} fs")
print(f"mean free path: {kf * tau * bohr * 1e9:.3f} nm")
print(f"electric field: {field_V_cm:.4f} V/cm")
print(f"cloud charge / ion charge, q->0: {cloud_charge:.6f}")
print(f"Born transport cross section / Z^2: {sigma_born * (bohr * 1e9)**2:.5f} nm^2")
print(f"wind valence / Z^2: {wind_unit:.3f}")
for factor, value in remainder.items():
    print(f"second-order remainder / Z^2 at {factor} tau: {value:.4f}")
print("EXAMPLE RESULTS (valences dimensionless)")
print(f"direct valence: {Z:.5f}")
print(f"wind valence: {wind:.5f}")
print(f"second-order remainder: {second:.6f}")
print(f"net effective valence: {net:.5f}")
print(f"net valence if direct term is dropped: {net - Z:.5f}")
print(f"direct force: {Z * field_V_cm:.3e} eV/cm")
print(f"net force: {net * field_V_cm:.3e} eV/cm")
print(f"force if direct term is dropped: {(net - Z) * field_V_cm:.3e} eV/cm")
print(f"charge Z at which net force vanishes: {balance_charge:.4f}")
print("NEGLECTED EFFECTS")
print(f"electron term / Z^2, RPA: {-tau * drag(tau, kf):.3f}")
print(f"electron term / Z^2, with local exchange: {exchange_unit:.3f}")
print(f"net valence with local exchange: {Z + exchange_unit * Z**2:.5f}")
for charge, ratio in beyond_born.items():
    print(f"full / Born cross section (Yukawa), Z={charge:.2f}: {ratio:.4f}")
print(f"net valence, resistivity -20%: {net_for_resistivity(0.8):.5f}")
print(f"net valence, resistivity +20%: {net_for_resistivity(1.2):.5f}")
print(f"k_B T / Fermi energy: {sc.k * temperature_K / sc.e / fermi_eV:.5f}")
print(f"hbar/(tau * Fermi energy): {2 / (tau * kf**2):.4f}")
drift = j_A_cm2 * 1e4 / (n_si * sc.e)
print(f"drift speed / Fermi speed: {drift / (kf * velocity_au):.2e}")
print(f"Joule heating: {rho_uohm_cm * 1e-6 * j_A_cm2**2:.0f} W/cm^3")
print("ALL CHECKS PASSED")
```

Printed output:

```
KINETIC TESTS (dimensionless)
grid / formula, density slope: 1.000001
field / moving ion: 1.000001
transverse cloud push passed to lattice: 1.000000
NONLINEAR 1D CONDUCTOR (model units)
Z=0.05: F/(ZeE)=0.99255, cloud/ion charge=0.9970
Z=0.10: F/(ZeE)=0.98520, cloud/ion charge=0.9970
Z=0.20: F/(ZeE)=0.97079, cloud/ion charge=0.9970
EXAMPLE INPUTS (rough, tin solder regime)
electron density: 1.50e+23 cm^-3
resistivity: 15.0 uohm cm
current density: 1.0e+04 A/cm^2
temperature: 400 K
model ion charge Z: 0.050
EXAMPLE INTERMEDIATE VALUES
density parameter r_s: 2.206 (dimensionless)
Fermi wave number: 16.438 nm^-1
Fermi energy: 10.29 eV
relaxation time: 1.577 fs
mean free path: 3.001 nm
electric field: 0.1500 V/cm
cloud charge / ion charge, q->0: 0.999999
Born transport cross section / Z^2: 0.02125 nm^2
wind valence / Z^2: -9.566
second-order remainder / Z^2 at 1 tau: -0.1607
second-order remainder / Z^2 at 4 tau: -0.1637
second-order remainder / Z^2 at 16 tau: -0.1649
EXAMPLE RESULTS (valences dimensionless)
direct valence: 0.05000
wind valence: -0.02392
second-order remainder: -0.000402
net effective valence: 0.02568
net valence if direct term is dropped: -0.02432
direct force: 7.500e-03 eV/cm
net force: 3.852e-03 eV/cm
force if direct term is dropped: -3.648e-03 eV/cm
charge Z at which net force vanishes: 0.1028
NEGLECTED EFFECTS
electron term / Z^2, RPA: -9.727
electron term / Z^2, with local exchange: -13.999
net valence with local exchange: 0.01500
full / Born cross section (Yukawa), Z=0.05: 1.0478
full / Born cross section (Yukawa), Z=1.00: 1.7664
net valence, resistivity -20%: 0.01970
net valence, resistivity +20%: 0.02967
k_B T / Fermi energy: 0.00335
hbar/(tau * Fermi energy): 0.0405
drift speed / Fermi speed: 2.19e-09
Joule heating: 1500 W/cm^3
ALL CHECKS PASSED
```
